# When a Tanh Tilt Antiphase Boundary Becomes Polar

## Result

A crystal has an octahedral tilt $\phi$ that suppresses the polarization $P$ through the biquadratic energy $\tfrac12\lambda P^2\phi^2$, with $\lambda>0$. At an antiphase boundary the tilt passes through zero, so the suppression is lifted there. Let the tilt be $\pm\phi_0$ in the two domains and $\phi_0\tanh(x/w)$ across the wall. The nonpolar wall is linearly unstable to polarization when

$$
a_P<-\frac{g_P\,s}{w^2}=-\frac{\lambda\phi_0^2}{s+1},\qquad
s(s+1)=\frac{2\lambda g_\phi}{b_\phi g_P},\quad s>0. \tag{1}
$$

It is linearly stable when $a_P$ lies above this value. Here $a_P$ is the polar stiffness without tilt, $g_P$ and $g_\phi$ are gradient coefficients, and $b_P$ and $b_\phi$ are quartic coefficients. A negative $a_P$ is thus necessary but not sufficient: polarization confined to the wall must also pay for its gradient and for the tilt that remains on either side of the centre.

Linear instability alone does not settle equilibrium. If

$$
b_Pb_\phi>\frac{\lambda^2}{(s+1)^2}, \tag{2}
$$

condition (1) is also the equilibrium onset, and polarization grows continuously from zero. If the inequality is reversed, the tilted bulk gives way to a polar bulk before the wall reaches (1).

## Energy and natural units

The mean-field energy per wall area is

$$
F=\int dx\Big[\tfrac{a_P}{2}P^2+\tfrac{b_P}{4}P^4+\tfrac{g_P}{2}P'^2
+\tfrac{a_\phi}{2}\phi^2+\tfrac{b_\phi}{4}\phi^4+\tfrac{g_\phi}{2}\phi'^2+\tfrac{\lambda}{2}P^2\phi^2\Big],
$$

with $a_\phi<0$ and all other coefficients except $a_P$ positive. There is one tilt component. The polarization lies parallel to the wall and varies along its normal $x$, so $\nabla\cdot\mathbf P=0$ and no depolarizing field arises.

At $P=0$ the uniform tilt satisfies $\phi_0^2=|a_\phi|/b_\phi$. For the wall, put $\phi=\phi_0t$ with $t=\tanh(x/w)$. Since $t'=(1-t^2)/w$, a second derivative gives $t''=-2t(1-t^2)/w^2$. The equilibrium equation $g_\phi\phi''=a_\phi\phi+b_\phi\phi^3$ becomes

$$
-\frac{2g_\phi}{w^2}\,t(1-t^2)=-|a_\phi|\,t(1-t^2),\qquad w^2=\frac{2g_\phi}{|a_\phi|}.
$$

Now measure $x$ in units of $w$ and write $\phi=\phi_0f$, $P=\phi_0\sqrt{g_\phi/g_P}\,p$. Both gradient terms then have the same coefficient. Subtract the energy of the tilted bulk and divide by $g_\phi\phi_0^2/w$:

$$
E=\int dx\,\big[\tfrac12f'^2+\tfrac12p'^2+U\big],
$$

$$
U=\tfrac12(1-f^2)^2+\tfrac{\alpha}{2}p^2+\tfrac{\beta}{4}p^4+\tfrac K2f^2p^2. \tag{3}
$$

The coefficients follow by multiplying each energy density by $w^2/(g_\phi\phi_0^2)$. The tilt part is $\tfrac14b_\phi\phi_0^4(1-f^2)^2$, and its factor becomes $|a_\phi|w^2/(4g_\phi)=\tfrac12$. The others are

$$
\alpha=\frac{a_Pw^2}{g_P},\qquad
K=\frac{\lambda\phi_0^2w^2}{g_P}=\frac{2\lambda g_\phi}{b_\phi g_P},\qquad
\beta=\frac{b_Pg_\phi\phi_0^2w^2}{g_P^2}=\frac{2b_Pg_\phi^2}{b_\phi g_P^2},
$$

where $\phi_0^2w^2=2g_\phi/b_\phi$ was used. Define $s>0$ by $K=s(s+1)$. Because $a_\phi$ has cancelled from $K$ and $\beta$, these numbers do not change with temperature if $a_P$ and $a_\phi$ carry all the temperature dependence.

## First derivation: the Pöschl–Teller spectrum

Expand $E$ to second order about $f=t=\tanh x$, $p=0$. The mixed derivative of the coupling, $2Kfp$, vanishes at $p=0$, so tilt and polar fluctuations separate. The tilt operator is $L=-d^2/dx^2-2+6t^2$. It has the zero mode $t'=\operatorname{sech}^2x$, which describes a translation of the wall. This mode has no node, so it is the lowest one, and the tilt sector contains no instability.

The polar operator is

$$
M=-\frac{d^2}{dx^2}+\alpha+K\tanh^2x
=-\frac{d^2}{dx^2}+\alpha+K-s(s+1)\operatorname{sech}^2x .
$$

This is a Pöschl–Teller well. To find its lowest level, define $A=d/dx+s\tanh x$ and its adjoint $A^\dagger=-d/dx+s\tanh x$. Acting on a function $u$,

$$
\begin{aligned}
A^\dagger Au&=-u''-s(tu)'+stu'+s^2t^2u\\
&=-u''-s\operatorname{sech}^2x\,u+s^2(1-\operatorname{sech}^2x)u\\
&=-u''+\big[s^2-s(s+1)\operatorname{sech}^2x\big]u .
\end{aligned}
$$

Therefore $M=A^\dagger A+\alpha+K-s^2$, and since $K-s^2=s$,

$$
M=A^\dagger A+\alpha+s. \tag{4}
$$

The operator $A^\dagger A$ cannot have a negative expectation value. It reaches zero for $Au=0$, that is $u'=-s\tanh x\,u$, whose solution $u=\operatorname{sech}^sx$ is normalizable. The lowest eigenvalue of $M$ is thus $\alpha+s$, and instability begins at $\alpha=-s$. In the original units the stiffness of this mode is

$$
\mu=\frac{g_P}{w^2}(\alpha+s)=a_P+\frac{g_Ps}{w^2}=a_P+\frac{\lambda\phi_0^2}{s+1}, \tag{5}
$$

where the last form uses $\lambda\phi_0^2=g_Ps(s+1)/w^2$. This proves (1).

Two limits show its meaning. For $s\ll1$ the polar mode extends far beyond the wall, and the threshold approaches $a_P=-\lambda\phi_0^2$, where the bulk itself softens. For $s\gg1$ the mode sits near the bottom of the well, where $\tanh^2(x/w)\simeq x^2/w^2$. Then $s\simeq\sqrt K$ and the threshold is $a_P\simeq-\sqrt{g_P\lambda}\,\phi_0/w$, minus the ground level of the corresponding harmonic well. Measured against $\lambda\phi_0^2$, it approaches zero.

### Growth beyond the threshold

The quartic energy decides whether the polar amplitude starts continuously. Put $p=Au$, where $A$ is now a number and $u=\operatorname{sech}^sx$, and let the tilt respond as $f=t+A^2\chi$. The terms of order $A^4$ are

$$
\int dx\,\big[\tfrac12\chi L\chi+Kt\,u^2\chi+\tfrac\beta4u^4\big].
$$

Minimizing over $\chi$ gives $L\chi=-Ktu^2$. Use the zero mode $v=\operatorname{sech}^2x$ and set $\chi=vy$. Because $Lv=0$,

$$
L(vy)=-vy''-2v'y'=-\frac{(v^2y')'}{v},
\qquad (v^2y')'=Kt\operatorname{sech}^{2s+2}x .
$$

The integral of $t\operatorname{sech}^mx$ is $-\operatorname{sech}^mx/m$. The integration constant must vanish for $\chi$ to decay, so

$$
v^2y'=-\frac{s(s+1)}{2s+2}\operatorname{sech}^{2s+2}x=-\frac s2\operatorname{sech}^{2s+2}x .
$$

At the minimum the terms containing $\chi$ add up to $-\tfrac12\int\chi L\chi\,dx$. Integration by parts turns this into

$$
-\tfrac12\int v^2y'^2dx=-\frac{s^2}{8}\int\operatorname{sech}^{4s}x\,dx .
$$

This is the same integral as in the direct quartic term. Define $N(m)=\int\operatorname{sech}^mx\,dx$. The substitution $z=\tanh^2x$ gives

$$
N(m)=\int_0^1z^{-1/2}(1-z)^{m/2-1}dz=\frac{\sqrt\pi\,\Gamma(m/2)}{\Gamma((m+1)/2)} .
$$

The straight wall has $\tfrac12f'^2=\tfrac12(1-f^2)^2$, hence energy $\int\operatorname{sech}^4x\,dx=\tfrac43$. To fourth order in $A$,

$$
E=\tfrac43+\tfrac12(\alpha+s)N(2s)A^2+\tfrac14\Big(\beta-\frac{s^2}{2}\Big)N(4s)A^4. \tag{6}
$$

For $\beta>s^2/2$ the amplitude just below threshold is

$$
A^2=-\frac{(\alpha+s)N(2s)}{(\beta-s^2/2)N(4s)} . \tag{7}
$$

The tilt response weakens the quartic restoring energy, because polarization pushes the tilt further down near the wall and so widens its own well. In the original coefficients, $\beta>s^2/2$ reads $b_Pb_\phi>\lambda^2/(s+1)^2$, which is (2).

## Second derivation: an energy bound

The threshold also follows without a spectrum. Consider the function

$$
W(f,p)=f-\tfrac13f^3-\tfrac s2fp^2,
\qquad W_f=1-f^2-\tfrac s2p^2,\quad W_p=-sfp,
$$

with subscripts for derivatives. Expanding the squares gives

$$
\begin{aligned}
\tfrac12W_f^2+\tfrac12W_p^2
&=\tfrac12(1-f^2)^2-\tfrac s2p^2(1-f^2)+\tfrac{s^2}{8}p^4+\tfrac{s^2}{2}f^2p^2\\
&=\tfrac12(1-f^2)^2-\tfrac s2p^2+\tfrac{s^2}{8}p^4+\tfrac{s(s+1)}2f^2p^2 .
\end{aligned}
$$

This is $U$ of (3) at $\alpha=-s$, $\beta=s^2/2$. For other values of $\alpha$ and $\beta$, add the differences:

$$
U=\tfrac12W_f^2+\tfrac12W_p^2+\tfrac12(\alpha+s)p^2+\tfrac14\Big(\beta-\frac{s^2}{2}\Big)p^4 .
$$

Now complete squares with the gradient terms. The cross terms form a total derivative, $f'W_f+p'W_p=dW/dx$. A wall runs from $(f,p)=(-1,0)$ to $(1,0)$, where $W=\mp\tfrac23$, so

$$
\begin{aligned}
E=\tfrac43&+\tfrac12\int dx\,\big[(f'-W_f)^2+(p'-W_p)^2\big]\\
&+\int dx\,\Big[\tfrac12(\alpha+s)p^2+\tfrac14\Big(\beta-\frac{s^2}2\Big)p^4\Big]. \tag{8}
\end{aligned}
$$

**Above the threshold.** If $\alpha\ge-s$ and $\beta\ge s^2/2$, every integral in (8) is non-negative. No wall, however large its polarization, has less energy than $\tfrac43$, which the nonpolar wall attains. If $\beta>s^2/2$, equality requires $p=0$ everywhere, even at $\alpha=-s$. At the threshold there is then no polar wall of equal energy to which the system could jump.

**Below the threshold.** Insert the trial fields $f=\tanh x$, $p=\epsilon\operatorname{sech}^sx$. They satisfy $p'=-sfp=W_p$, so the second square vanishes. The first leaves $f'-W_f=\tfrac s2p^2$, which contributes $\tfrac{s^2}{8}\int p^4dx$ and cancels the term $-\tfrac{s^2}8\int p^4dx$ in (8). Hence

$$
E=\tfrac43+\tfrac12(\alpha+s)N(2s)\epsilon^2+\tfrac14\beta N(4s)\epsilon^4 .
$$

For $\alpha<-s$ and small $\epsilon$ this is below $\tfrac43$, so the nonpolar wall is unstable. The two parts together give (1) again.

**Small quartic coefficient.** Suppose $\beta<s^2/2$ and set $r=\sqrt{2\beta}<s$. Repeat the construction with $r$ in place of $s$. The actual coupling exceeds $r(r+1)$, so (8) becomes $\tfrac43$ plus squares plus

$$
\int dx\,\Big[\tfrac12(\alpha+r)p^2+\tfrac12\{s(s+1)-r(r+1)\}f^2p^2\Big].
$$

This is non-negative for $\alpha\ge-r$. The nonpolar wall therefore remains a minimizer down to $\alpha=-\sqrt{2\beta}$. There the uniform polar state $f=0$, $p^2=|\alpha|/\beta$, with $U=\tfrac12-\alpha^2/(4\beta)$, reaches the energy of the tilted bulk. Below that point the tilted domains are at best metastable. Condition (1) then marks the linear stability limit of a wall between metastable domains.

## What the two derivations assume

The first derivation uses the curvature of the energy at $P=0$. It does not need $b_P$, and (1) would survive a sixth-order polar term. It does need the tanh profile: another tilt potential would change the well and its lowest level. Its conclusion concerns small fluctuations, and equation (6) extends it to small amplitudes.

The second derivation compares all one-dimensional walls and excludes a large polar amplitude above the threshold. It pays for this by using the quartic form (3) throughout, together with a condition on $\beta$. A negative $b_P$ stabilized by a sixth-order term is outside it, although the linear threshold would still be (1).

Both treat the coefficients as fixed, neglect fluctuations, let the single tilt component vanish at the wall centre, and omit couplings between $P$ and gradients of $\phi$.

## The window for a polar wall in a nonpolar crystal

The tilted bulk must itself remain the ground state. For a uniform state set $R=f^2$ and $Q=p^2$, and minimize $U$ over $R\ge0$ at fixed $Q$. If $KQ<2$, then $R=1-KQ/2$ and

$$
U=\tfrac12(\alpha+K)Q+\tfrac18(2\beta-K^2)Q^2 .
$$

If $KQ\ge2$, then $R=0$ and $U=\tfrac12+\tfrac12\alpha Q+\tfrac14\beta Q^2$.

For $K^2\le2\beta$ and $-K<\alpha<0$ the first expression is positive for $Q>0$. The second is positive too, since $\alpha^2<2\beta$. For $K^2>2\beta$ the first expression is concave in $Q$, so its minimum lies at an end of its range; the second stays positive if $\alpha>-\sqrt{2\beta}$. The window is therefore

$$
-\min\big[s(s+1),\sqrt{2\beta}\big]<\alpha<-s. \tag{9}
$$

It is open when $\beta>s^2/2$, the same condition as for continuous growth.

## Worked example

The round parameters below describe a tilted crystal close to ferroelectricity. Quantum saturation is included by replacing $T$ with $\theta\coth(\theta/T)$:

$$
a_P(T)=\frac{\theta_P\coth(\theta_P/T)-T_P}{\varepsilon_0C},
$$

$$
\frac{\phi_0^2(T)}{\phi_0^2(0)}=\frac{\theta_\phi\coth(\theta_\phi/T_\phi)-\theta_\phi\coth(\theta_\phi/T)}{\theta_\phi\coth(\theta_\phi/T_\phi)-\theta_\phi}.
$$

The polar inputs are $C=8\times10^4$ K, $T_P=70$ K, $\theta_P=40$ K, $g_P=10^{-10}$ V m³/C and $b_P=7\times10^9$ V m⁵/C³. The tilt has $T_\phi=100$ K and $\theta_\phi=60$ K. At 0 K it has $w=2$ nm, an energy depth $D=|a_\phi|\phi_0^2/4=2$ MJ/m³ and $\lambda\phi_0^2=6\times10^7$ V m/C.

The well strength is

$$
s(s+1)=\frac{(6\times10^7)(2\times10^{-9})^2}{10^{-10}}=2.40,\qquad
s=\tfrac12(\sqrt{1+9.6}-1)=1.128 .
$$

Since $g_\phi\phi_0^2=2Dw^2=1.6\times10^{-11}$ J/m, the definition of $\beta$ gives $44.8$. This far exceeds $s^2/2=0.636$, so the onset is continuous.

At 10 K the tilt is saturated and $a_P=-4.23\times10^7$ V m/C. The threshold is $-6\times10^7/2.128=-2.82\times10^7$ V m/C, so the wall is polar, with $\mu=-1.41\times10^7$ V m/C. The bulk stiffness $a_P+\lambda\phi_0^2=1.77\times10^7$ V m/C is positive. In reduced form $\alpha=-1.69$ lies in the window $-2.40<\alpha<-1.13$.

Solving $\mu(T)=0$ numerically gives a wall onset at about 40 K. The coefficient $a_P$ already changes sign near 62 K; the difference reflects the gradient cost and the tilt remaining on either side of the centre.

A numerical solution of the coupled wall equations at 10 K gives a peak polarization of 5.4 µC/cm² (0.054 C/m²) and a full width at half maximum of 5.8 nm. Formula (7) gives 5.5 µC/cm², about 1.5% above the full solution. The nonpolar wall costs $\tfrac43(2Dw)=10.7$ mJ/m², and becoming polar recovers 0.044 mJ/m², about 0.4% of it.

## Neglected effects and the real case

- **Normal polarization.** A component along $x$ adds the depolarizing stiffness $1/(\varepsilon_0\varepsilon_b)$. For a rough background permittivity $\varepsilon_b=5$ this is $2.3\times10^{10}$ V m/C, about 1600 times $|\mu|$. Without screening charge, that component stays suppressed.
- **Lattice discreteness.** Replacing the polar gradient by a nearest-neighbour chain of spacing 0.39 nm, with the tanh tilt retained, lowers $\mu$ by the equivalent of 0.035 K at the classical slope $1/(\varepsilon_0C)$.
- **Thermal fluctuations.** A rough length for variations of the polar amplitude along the wall is $\sqrt{g_P/|\mu|}=2.7$ nm. The energy gain over the square of this length is about $2.2\,k_BT$ at 10 K. This length uses the stiffness of the nonpolar wall; the lowest curvature of the relaxed polar wall gives 2.35 nm and about $1.75\,k_BT$. This is a small margin, and the 40 K onset should be read as a mean-field scale.
- **Tilt rotation.** If a second tilt component leaves $\phi^2=m\phi_0^2$ at the centre, with profile $\tanh^2x+m\operatorname{sech}^2x$, the well strength becomes $(1-m)K$. Its index $q$ obeys $q(q+1)=(1-m)K$, and the mode softens at $q^2=\alpha+K$. For the 10 K values and an unchanged width $w$ this gives $m\approx0.35$; at that width a larger residue removes the instability. A wall that widens as its tilt rotates tolerates a larger residue.
- **Strain.** An energy $-Q\sigma P^2$ shifts $a_P$ by $2Q\sigma$ in magnitude. With rough values $Q=0.05$ m⁴/C², modulus 300 GPa and tilt strain $10^{-3}$, the shift is $3\times10^7$ V m/C, twice $|\mu|$. A uniform strain of $4.7\times10^{-4}$ with the unfavourable sign would cancel $\mu$. A strain confined to the wall with profile $\operatorname{sech}^2(x/w)$ acts like the residue $m$ above and would need a peak value of $7.1\times10^{-4}$.

Strain or a residual tilt at the centre can thus each remove the instability. Strains in the plane of a flat, coherent wall are held at their bulk values, so the coefficients in (1) must be those of a crystal clamped laterally at the strain of the tilted bulk. A competing uniform phase can change its strain, so the stability of the tilted bulk must be checked with the strain free to relax.

SrTiO₃ is the nearest real case: it tilts at roughly 100 K and stays paraelectric in the bulk on cooling. The Curie constant and $\theta_P$ above are of its size. Its low-temperature permittivity is roughly $2\times10^4$, however, against 6400 for the example's tilted bulk. More seriously, $T_P=70$ K is an assumption and not a fit: the permittivity of the tilted bulk measures $a_P+\lambda\phi_0^2$ and cannot fix $a_P$ alone. Above the tilt transition the permittivity measures $a_P$ of the stress-free cubic crystal. This can differ from the clamped coefficient in (1) by a strain shift of the size estimated above, about 21 K at the slope $1/(\varepsilon_0C)$. At 110 K the example's value would be about 1800, whereas SrTiO₃ has roughly 1000; with the same $C$ and $\theta_P$ this corresponds to $T_P\approx35$ K. Extrapolated to low temperature, $T_P<\theta_P$ would keep $a_P$ positive and (1) unmet, but the margin is only 5 K and the fit is too rough to carry that conclusion. It gives a low-temperature permittivity of about 16000 without any tilt, already below $2\times10^4$, so it leaves no room for $\lambda>0$. A value near 1070 at 110 K brings $T_P$ up to $\theta_P$. If $a_P+\lambda\phi_0^2$ is fixed by $2\times10^4$ and the example's $w$ and $g_P$ are kept, (1) is met once the 110 K value slightly exceeds 1200. The example therefore describes a hypothetical crystal closer to ferroelectricity and neither predicts nor excludes polar walls in SrTiO₃. There, strain and couplings to tilt gradients may decide the outcome.

Numbers in the example were calculated in double precision.
